# Binding a Second Electron to a Neutral Shallow Donor

## Problem

A shallow donor in a semiconductor has bound one electron and is neutral. Can it hold a second one, forming the D⁻ centre, and how strongly?

Use the following model. The conduction band has one isotropic, parabolic minimum with mass $m^*$ (in free-electron masses). All Coulomb interactions are screened by a static dielectric constant $\varepsilon$, and the donor is a point charge $+1$. The two electrons form a spin singlet, so their spatial wave function is symmetric.

**(a)** Reduce the Hamiltonian to a form free of $m^*$ and $\varepsilon$, and define the binding energy of the second electron.

**(b)** Find the energy of the two-exponent Chandrasekhar function
$$\Phi=e^{-ar_1-br_2}+e^{-br_1-ar_2}.$$
Does it bind for $a=b$? Does a single product $e^{-ar_1-br_2}$ bind?

**(c)** Find the energy of $\psi=(1+cu)\Phi$, where $u=r_{12}$ is the distance between the electrons.

**(d)** Evaluate both bindings, compare them with the converged ground state of the model, and convert to eV for $m^*=0.08$, $\varepsilon=12$.

## Solution

### (a) Effective units

In atomic units the Hamiltonian is
$$H=\sum_{i=1}^{2}\left(-\frac{\nabla_i^2}{2m^*}-\frac{1}{\varepsilon r_i}\right)+\frac{1}{\varepsilon r_{12}} .$$
Measure lengths in $a^*=\varepsilon/m^*$ bohr. The kinetic term acquires the factor $(1/m^*)(m^*/\varepsilon)^2=m^*/\varepsilon^2$, and the Coulomb terms acquire $(1/\varepsilon)(m^*/\varepsilon)=m^*/\varepsilon^2$. With this common factor as the energy unit, $\mathrm{Ha}^*=m^*/\varepsilon^2$ hartree $=2\,\mathrm{Ry}^*$,
$$H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac1{r_1}-\frac1{r_2}+\frac1u .$$
This is the hydrogen negative ion with an infinitely heavy nucleus.

Removing one electron to the band edge leaves a neutral donor of energy $-\tfrac12$. The binding energy is therefore
$$W=-\tfrac12-E ,$$
or $2W$ when expressed in $\mathrm{Ry}^*$. A trial energy lies at or above the ground-state energy, so a trial $W$ is a lower bound to the binding in this model.

### (b) The two-exponent function

Let $\varphi_a=(a^3/\pi)^{1/2}e^{-ar}$, which is normalized. Two radial integrals are needed:
$$\int e^{-pr}d^3r=\frac{8\pi}{p^3},\qquad \int \frac{e^{-pr}}{r}d^3r=\frac{4\pi}{p^2}.$$
The first gives the overlap
$$S=\langle\varphi_a|\varphi_b\rangle=\frac{8(ab)^{3/2}}{(a+b)^3}.$$
Since $\nabla e^{-ar}=-a\hat{\mathbf r}e^{-ar}$, the kinetic matrix element is $\tfrac12\int\nabla\varphi_a\cdot\nabla\varphi_b=\tfrac12abS$. The ratio of the two radial integrals is $p/2$, so $\langle\varphi_a|1/r|\varphi_b\rangle=\tfrac12(a+b)S$. The one-electron elements are
$$h_{ab}=\tfrac12S(ab-a-b),\qquad h_{aa}=\tfrac12a^2-a .$$

For the direct repulsion $J$, the density $\varphi_a^2$ produces the potential
$$V(r)=\frac1r-e^{-2ar}\left(a+\frac1r\right).$$
Indeed $(rV)''=-4a^3re^{-2ar}=-4\pi r\varphi_a^2$, which is Poisson's equation; $V$ is finite at the origin and tends to $1/r$ far away. Averaging over $\varphi_b^2$,
$$J=b-\frac{ab^3}{(a+b)^3}-\frac{b^3}{(a+b)^2}=\frac{ab(a^2+3ab+b^2)}{(a+b)^3}.$$
For equal exponents $\alpha$ this is $5\alpha/8$. The exchange integral $K$ is the self-repulsion of $\varphi_a\varphi_b$, which is $S$ times a normalized density with orbital exponent $\tfrac12(a+b)$. Hence
$$K=S^2\,\frac58\,\frac{a+b}{2}=\frac{20a^3b^3}{(a+b)^5}.$$

Multiplying $\Phi$ by the constant $(ab)^{3/2}/\pi$, which cancels in the energy, gives $\varphi_a(1)\varphi_b(2)+\varphi_b(1)\varphi_a(2)$. This function has squared norm $2(1+S^2)$ and energy numerator $2(h_{aa}+h_{bb}+2Sh_{ab}+J+K)$. Therefore
$$E=\frac{\tfrac12a^2-a+\tfrac12b^2-b+S^2(ab-a-b)+J+K}{1+S^2}. \tag{1}$$

**Equal exponents.** Here $S=1$ and $J=K=5a/8$, so $E=a^2-\tfrac{11}{8}a$. The minimum, at $a=\tfrac{11}{16}$, is $-(\tfrac{11}{16})^2=-0.4727$. This lies above $-\tfrac12$: the function does not bind.

**A single product.** Without symmetrization the energy is $E_p=\tfrac12a^2-a+\tfrac12b^2-b+J$. Inserting the first form of $J$,
$$E_p+\tfrac12=\tfrac12(a-1)^2+\tfrac12b^2-\frac{b^3(2a+b)}{(a+b)^3}.$$
The last term is the attraction left after the inner electron has screened the donor. Because $E_p$ is symmetric in $a$ and $b$, we may take $b\le a$. With $x=1+b/a$ the last term is $-(b^2/a)(x^2-1)/x^3$. The function $1/x-1/x^3$ has its maximum at $x=\sqrt3$, with value $\kappa=2/(3\sqrt3)\approx0.385$. Thus
$$E_p+\tfrac12\ge\tfrac12(a-1)^2+b^2\left(\tfrac12-\frac{\kappa}{a}\right).$$
If $a\ge2\kappa$, the right side is not negative. If $a<2\kappa$, the bracket is negative and $b^2\le a^2$ gives
$$E_p+\tfrac12\ge a^2-(1+\kappa)a+\tfrac12>0,$$
because the discriminant $(1+\kappa)^2-2\approx-0.08$ is negative. A single product never binds. Within this family, binding needs unequal exponents and symmetrization together.

**Optimum.** Numerical minimization of (1) gives $a=1.0392$ and $b=0.2832$, with $S^2=0.3051$, $J=0.2600$ and $K=0.1261$. Then
$$E=\frac{-0.4992-0.2431-0.3137+0.2600+0.1261}{1.3051}=\frac{-0.6699}{1.3051}=-0.5133 .$$
The binding is $W=0.0133\,\mathrm{Ha}^*$, or $0.0266\,\mathrm{Ry}^*$.

The role of symmetrization can be read from these terms. The product part alone has energy $-0.4992-0.2431+0.2600=-0.4823$, which is unbound. The cross part contributes $-0.3137+0.1261=-0.1876$ with weight $S^2$, that is, $-0.615$ per unit weight. The weighted mean of $-0.4823$ and $-0.615$ falls below $-\tfrac12$.

### (c) The factor $1+cu$

**Kinetic energy.** Write $\psi=F\Phi$ with $F=1+cu$, and let $\nabla$ be the six-dimensional gradient. Expanding both sides confirms that
$$|\nabla(F\Phi)|^2=\nabla\Phi\cdot\nabla(F^2\Phi)+\Phi^2|\nabla F|^2 .$$
Integrate the first term by parts. The surface terms vanish because $\Phi$ decays exponentially and its cusps at the donor are too weak to contribute:
$$\tfrac12\int|\nabla\psi|^2=\tfrac12\int F^2\Phi(-\nabla^2\Phi)+\tfrac12\int\Phi^2|\nabla F|^2 .$$
The vectors $\nabla_1u$ and $\nabla_2u$ are opposite unit vectors, so $|\nabla F|^2=2c^2$ and the last term is $c^2\int\Phi^2$. Adding the potential energy and expanding $F^2=1+2cu+c^2u^2$,
$$E=\frac{H_0+2cH_1+c^2(H_2+N_0)}{N_0+2cN_1+c^2N_2}, \tag{2}$$
$$N_n=\int u^n\Phi^2,\qquad H_n=\int u^n\Phi H\Phi .$$

**Reduction to integrals.** Let $T=e^{-ar_1-br_2}$. From $\nabla^2e^{-ar}=(a^2-2a/r)e^{-ar}$,
$$HT=\left[-\frac{a^2+b^2}{2}+\frac{a-1}{r_1}+\frac{b-1}{r_2}+\frac1u\right]T .$$
Exchanging the electrons shows that the two terms of $\Phi$ contribute equally, so $H_n=2\int u^n\Phi HT$ and $N_n=2\int u^n\Phi T$. Moreover
$$\Phi T=e^{-2ar_1-2br_2}+e^{-(a+b)(r_1+r_2)} .$$
Define $A_n(p,q)$ as the integral of $u^ne^{-pr_1-qr_2}$ over both electrons, divided by $32\pi^2$, and $B_n(p,q)$ as the same integral with an extra factor $1/r_1$. Dropping the common factor $64\pi^2$, which cancels in (2),
$$N_n=\sum A_n,$$
$$H_n=\sum\left[-\tfrac12(a^2+b^2)A_n+(a-1)B_n(p,q)+(b-1)B_n(q,p)+A_{n-1}\right],$$
where the sums run over $(p,q)=(2a,2b)$ and $(a+b,a+b)$.

**A generating integral.** The direction of $\mathbf r_1$ gives $4\pi$ and the azimuth of $\mathbf r_2$ about it gives $2\pi$. From $u^2=r_1^2+r_2^2-2r_1r_2\cos\theta$, at fixed $r_1,r_2$, $|d\cos\theta|=u\,du/(r_1r_2)$. The volume element is therefore $8\pi^2r_1r_2u\,dr_1dr_2du$. Set
$$x=r_1+r_2-u,\quad y=r_1+u-r_2,\quad z=r_2+u-r_1 .$$
The triangle inequalities let each variable run independently from 0 to $\infty$. Since $r_1=\frac{x+y}2$, $r_2=\frac{x+z}2$ and $u=\frac{y+z}2$, the Jacobian is $\tfrac14$. Three elementary integrals then give
$$\int\!\!\int\frac{e^{-pr_1-qr_2-wu}}{r_1r_2u}=\frac{8\pi^2}{4}\cdot\frac{2}{p+q}\cdot\frac{2}{p+w}\cdot\frac{2}{q+w}=\frac{16\pi^2}{(p+q)(p+w)(q+w)} .$$

Every further factor $r_1$, $r_2$ or $u$ is produced by $-\partial_p$, $-\partial_q$ or $-\partial_w$. Let $s=p+q$, $t=pq$, and let $C_k$ be the result of $k$ operations $-\partial_w$ at $w=0$, divided by $32\pi^2$. Expanding $1/[(p+w)(q+w)]$ in powers of $w$ gives
$$C_0=\frac1{2st},\quad C_1=\frac1{2t^2},\quad C_2=\frac{s}{t^3}-\frac1{st^2},\quad C_3=\frac3{p^2q^4}+\frac3{p^4q^2} .$$
Then $B_n=-\partial_qC_{n+1}$ and $A_n=\partial_p\partial_qC_{n+1}$. With $\partial_qs=1$ and $\partial_qt=p$,
$$B_0=\frac{p}{t^3},\qquad B_1=\frac{3ps}{t^4}-\frac1{t^3}-\frac1{s^2t^2}-\frac{2p}{st^3},\qquad B_2=\frac{12}{p^2q^5}+\frac6{p^4q^3} .$$

For $A_{-1}$, first $-\partial_qC_0=\tfrac12[1/(s^2t)+p/(st^2)]$. Applying $-\partial_p$,
$$A_{-1}=\frac12\left[\frac2{s^3t}+\frac{q+p}{s^2t^2}+\frac1{st^2}\right]=\frac{s^2+t}{s^3t^2}.$$
Next, $A_0=-\partial_pB_0=-1/t^3+3pq/t^4=2/t^3$. For $A_1=-\partial_pB_1$, the four terms of $B_1$ give, in order,
$$\frac{9s-3p}{t^4},\quad -\frac{3q}{t^4},\quad -\frac2{s^3t^2}-\frac{2q}{s^2t^3},\quad -\frac4{st^3}-\frac{2p}{s^2t^3}.$$
Their sum, together with $A_2=-\partial_pB_2$, is
$$A_1=\frac{6s}{t^4}-\frac6{st^3}-\frac2{s^3t^2},\qquad A_2=\frac{24}{p^3q^5}+\frac{24}{p^5q^3}.$$
Equation (2) is now an explicit function of $a$, $b$ and $c$.

### (d) Numbers and comparison

Minimizing (2) over all three parameters gives $a=1.07487$, $b=0.47745$ and $c=0.31255$. As an example of the sums, $N_0=0.231210+0.142938=0.374148$, and
$$\begin{aligned}H_0={}&-0.69165(0.374148)+0.07487(0.248521+0.110943)\\&-0.52255(0.110391+0.110943)+(0.092717+0.069339)=-0.18547 .\end{aligned}$$
The other moments follow in the same way: $N_1=1.21263$, $N_2=5.06684$, $H_1=-0.67391$ and $H_2=-2.92319$. With $2c=0.62510$ and $c^2=0.09769$,
$$E=\frac{-0.18547-0.42126-0.24901}{0.37415+0.75801+0.49497}=\frac{-0.85574}{1.62713}=-0.52592 .$$
The binding is $W=0.0259\,\mathrm{Ha}^*$, or $0.0518\,\mathrm{Ry}^*$.

For the ground state of the same Hamiltonian, a variational expansion in $r_1$, $r_2$ and $u$ gives $0.05534$, $0.05550$ and $0.05550\,\mathrm{Ry}^*$ with 22, 70 and 161 terms. The converged model value is $0.0555\,\mathrm{Ry}^*$.

For $m^*=0.08$ and $\varepsilon=12$, the units are $a^*=79.4$ Å and $\mathrm{Ry}^*=0.08/144$ rydberg $=0.007559$ eV:

| Function | $2W$ (Ry*) | Binding (eV) |
|---|---:|---:|
| $\Phi$ | 0.0266 | 0.000201 |
| $(1+cu)\Phi$ | 0.0518 | 0.000392 |
| Converged | 0.0555 | 0.000420 |

**Why the factor helps.** An expansion in functions of $r_1$ and $r_2$ alone gives $0.0289$ and $0.0290\,\mathrm{Ry}^*$ with 30 and 49 terms. The function $\Phi$ already obtains $0.0266$, so refining its radial form could gain little. Nearly half of the converged binding requires a dependence on the angle between the electrons.

For any function of $r_1$ and $r_2$ alone, the mean cosine of that angle is zero. For the optimized $(1+cu)\Phi$ it is $-0.119$: the electrons favour opposite sides of the donor. The factor even binds with equal exponents, but then gives $0.0176\,\mathrm{Ry}^*$. Unequal exponents and the $u$ factor are both needed to reach $0.0518$.

In the worked material, the length $1/b$ changes from 280 Å for $\Phi$ to 166 Å for $(1+cu)\Phi$. This 41% drop overstates the contraction of the trial function: the mean electron–donor distance falls only from $3.11\,a^*$ to $2.62\,a^*$ (247 to 208 Å), about 16%. There are two reasons. The length $1/b$ describes only the outer exponential, while $1/a$ hardly changes; with the new exponents but $c=0$ the mean distance would be $2.14\,a^*$, a fall of 31%. The growing factor $1+cu$ then shifts density outward again, to $2.62\,a^*$.

**Why binding is a severe measure.** Relative to the converged total energy, $-0.52775\,\mathrm{Ha}^*$, the errors are 2.7% for $\Phi$ and 0.35% for $(1+cu)\Phi$. Relative to the converged binding they are 52% and 6.6%. The absolute errors are the same, but $W$ is about 19 times smaller than $|E|$.

**Limits of the model.** The value $0.0555\,\mathrm{Ry}^*$ belongs to the stated Hamiltonian, not to every real donor. A short-range potential in the donor cell, an anisotropic or multivalley band, or screening that depends on frequency changes the Hamiltonian. So do neighbouring donors close enough to overlap the weakly bound outer charge. The effective-mass description also requires the wave function to extend over many lattice cells. Finally, the calculation is for zero temperature: in the worked material the binding of 0.000420 eV equals $k_BT$ at about 4.9 K, so the second electron is easily detached thermally unless the sample is held at a few kelvin or below.

The integrals, both trial energies and the converged binding are checked numerically by the numerical check.

## Table of computed values

```
model mass m* = 0.08 electron masses, dielectric constant = 12.0
effective Rydberg = 0.007559 eV; a* = 79.377 angstrom
equal exponents: a = 0.6875 /a*, E = -0.472656 Ha*
lowest unsymmetrized product in scan: E = -0.499815 Ha*
two exponents: a = 1.03923, b = 0.28322 (1/a*)
  S^2 = 0.305081; J = 0.260023 Ha*; K = 0.126080 Ha*
  E = -0.513303 Ha*
  decay lengths 1/a, 1/b = 76.4, 280.3 angstrom
with r12 factor: a = 1.07487, b = 0.47745, c = 0.31255 (1/a*)
  p = 2.14974, q = 0.95489 (1/a*); integrals over 32 pi^2, a* units:
   A(-1..2) = 0.092717 0.231210 0.809775 3.643200
   B(0..2)(p,q) = 0.248521 0.827274 3.593307
   B(0..2)(q,p) = 0.110391 0.289528 1.013039
  p = 1.55232, q = 1.55232 (1/a*); integrals over 32 pi^2, a* units:
   A(-1..2) = 0.069339 0.142938 0.402852 1.423635
   B(0..2)(p,q) = 0.110943 0.268009 0.828725
   B(0..2)(q,p) = 0.110943 0.268009 0.828725
  N0, N1, N2 (a* units) = 0.374148 1.212628 5.066836
  H0, H1, H2 (a*, Ha* units) = -0.185469 -0.673905 -2.923194
  E = -0.525919 Ha*
  decay lengths 1/a, 1/b = 73.8, 166.3 angstrom
  mean cosine of angle between electrons = -0.1188
equal exponents with r12 factor: a = 0.8257, c = 0.4934 (1/a*)
  binding = 0.01756 Ry*
r1, r2 only, 30 terms: binding = 0.02891 Ry*
r1, r2 only, 49 terms: binding = 0.02896 Ry*
full expansion, 22 terms: binding = 0.055339 Ry*
full expansion, 70 terms: binding = 0.055496 Ry*
full expansion, 161 terms: binding = 0.055502 Ry*
converged total energy = -0.527751 Ha*
binding, two exponents: 0.0266 Ry* = 0.000201 eV
binding, with r12: 0.0518 Ry* = 0.000392 eV
binding, converged: 0.0555 Ry* = 0.000420 eV
two exponents: total energy error 2.74 %, binding error 52.1 %
with r12: total energy error 0.35 %, binding error 6.6 %
```
